\section*{Direct ring CCD for minimal-basis H2, compared with MP2}

\section{Problem}

The hydrogen molecule in a minimal basis has two real spatial orbitals: the bonding orbital $g$, doubly occupied in the Hartree--Fock determinant, and the antibonding orbital $u$, empty. Let
\begin{equation}
d=\varepsilon_u-\varepsilon_g>0,\qquad K=(gu|gu)>0
\end{equation}
be the Hartree--Fock orbital gap and the exchange integral. Here $(pq|rs)$ is the Coulomb energy of the charge distributions $pq$ and $rs$, with the factor $e^2$ included. Both $d$ and $K$ are energies, so the formulas in these two quantities hold in any unit system.

Direct ring coupled-cluster doubles (direct ring CCD) is defined as follows. Let $i,j$ be occupied and $a,b$ empty spin orbitals, and let $\langle ij|ab\rangle$ be the bare Coulomb integral, in which electron 1 goes from $i$ to $a$ and electron 2 from $j$ to $b$. The amplitudes form a matrix $T_{ia,jb}$ that obeys
\begin{equation}
B+AT+TA+TBT=0,
\label{eq:riccati}
\end{equation}
\begin{equation}
A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+\langle ib|aj\rangle,\qquad
B_{ia,jb}=\langle ij|ab\rangle .
\label{eq:AB}
\end{equation}
Of the full CCD equation this keeps the driving term, the orbital energies and the terms in which particle--hole pairs are linked into rings, all without exchange. The correlation energy is
\begin{equation}
E=\tfrac12\,\mathrm{Tr}(BT).
\label{eq:energy}
\end{equation}
The required solution is the one that vanishes when the interaction is switched off.

(a) Find $E$ in closed form. (b) Expand it in powers of $K$ and compare the leading term with the second-order M{\o}ller--Plesset energy (MP2). (c) Explain the outcome of the comparison.

\section{A tempting solution, which is wrong}

The Coulomb interaction does not change spin, so treat the two spins separately. Each has one excitation, $g\to u$, and the matrices become numbers: $A=d+K$ and $B=K$. With $\tau$ for the amplitude, Eq.~(\ref{eq:riccati}) reads
\begin{equation}
K+2(d+K)\tau+K\tau^2=0 .
\end{equation}
The root that vanishes with $K$ is
\begin{equation}
\tau=\frac{-(d+K)+\sqrt{(d+K)^2-K^2}}{K}
=\frac{\sqrt{d(d+2K)}-d-K}{K}.
\end{equation}
Each spin contributes $\tfrac12K\tau$, so the two together give
\begin{equation}
E_{\rm wrong}=K\tau=\sqrt{d(d+2K)}-d-K .
\end{equation}
Since $\sqrt{1+2x}=1+x-\tfrac12x^2+\dots$, the leading term is $-K^2/(2d)$.

MP2 is easily found for comparison. By symmetry the reference determinant does not mix with single excitations $g\to u$. It couples to the doubly excited determinant through $\langle gg|uu\rangle=K$, and the orbital energies of the two determinants differ by $2d$. Second-order perturbation theory therefore gives
\begin{equation}
E_{\rm MP2}=-\frac{K^2}{2d}.
\label{eq:mp2}
\end{equation}
The two leading terms agree, and the solution appears to be confirmed.

\section{Where the fault lies}

Conservation of spin means that each electron keeps its own spin. It does not mean that electrons of opposite spin fail to interact. The element of $B$ that links the excitations of the two spins is
\begin{equation}
B_{g\uparrow u\uparrow,\;g\downarrow u\downarrow}
=\langle g{\uparrow}\,g{\downarrow}|u{\uparrow}\,u{\downarrow}\rangle=K .
\end{equation}
Electron 1 stays $\uparrow$, electron 2 stays $\downarrow$, and the integral is as large as the one between equal spins. The tempting solution sets it to zero.

What was discarded is the physical process. The molecule has one electron of each spin, so its one double excitation is $g{\uparrow}g{\downarrow}\to u{\uparrow}u{\downarrow}$. What was kept is the pair $g{\uparrow}g{\uparrow}\to u{\uparrow}u{\uparrow}$ and its spin-down partner, in which one electron is excited twice. The Pauli principle forbids this, but an equation without exchange does not know it. At second order the forbidden and the physical terms happen to be equal in size, as shown below, so the check against MP2 was passed by the wrong terms. The check also rested on an unproved expectation, that direct ring CCD must begin with MP2.

\section{Solution}

\subsection{Reduction to one amplitude}

Four spin-orbital excitations lead from $g$ to $u$: two conserve spin and two flip it. For a flip, the spin factor of the electron concerned is $\langle\uparrow|\downarrow\rangle=0$, so every bare Coulomb element with a flip vanishes. Between spin-conserving excitations every element equals $K$. For real orbitals this holds for $\langle ij|ab\rangle$ and for $\langle ib|aj\rangle$ alike, so in the full space
\begin{equation}
A=d\,\mathbf 1+B .
\end{equation}
Inserting this into Eq.~(\ref{eq:riccati}) gives
\begin{equation}
2dT=-(B+BT+TB+TBT)=-(\mathbf 1+T)B(\mathbf 1+T).
\label{eq:compact}
\end{equation}
Solve this by orders in the interaction, starting from $T=0$. The first order is $-B/(2d)$, and each later order is a sum of products of $B$ with lower orders. The flip excitations therefore never acquire an amplitude. In the remaining two-dimensional space,
\begin{equation}
B=KJ,\qquad J=\begin{pmatrix}1&1\\1&1\end{pmatrix},\qquad J^2=2J .
\end{equation}
Because every power of $J$ is a multiple of $J$, so is $T$. Write $T=\tfrac12tJ$. The factor $\tfrac12$ makes $t$ the eigenvalue of $T$ for the vector $(1,1)/\sqrt2$, the singlet excitation. The triplet combination $(1,-1)/\sqrt2$ has eigenvalue zero: its transition densities for the two spins cancel, and the bare Coulomb interaction does not act on it.

The terms of Eq.~(\ref{eq:riccati}) are now
\begin{align}
AT=TA&=\tfrac12t\,(dJ+KJ^2)=\tfrac12t\,(d+2K)J,\\
TBT&=\tfrac14t^2K\,J^3=t^2K\,J ,
\end{align}
where $J^3=4J$. Their sum with $B=KJ$ vanishes if
\begin{equation}
K+(d+2K)\,t+K\,t^2=0 .
\label{eq:quadratic}
\end{equation}
The energy follows from $\mathrm{Tr}\,J^2=4$:
\begin{equation}
E=\tfrac12\,\mathrm{Tr}\!\left(KJ\cdot\tfrac12tJ\right)=\tfrac14Kt\cdot4=Kt .
\label{eq:Kt}
\end{equation}

\subsection{The root and the energy}

The discriminant of Eq.~(\ref{eq:quadratic}) is $(d+2K)^2-4K^2=d^2+4dK$, so
\begin{equation}
t_\pm=\frac{-(d+2K)\pm\sqrt{d(d+4K)}}{2K}.
\end{equation}
The product of the roots is 1 and their sum is negative. Both are thus negative, and since they differ, one lies between $-1$ and 0 and the other below $-1$. As $K\to0$ the first tends to zero and the second diverges. The required root is $t=t_+$, and Eq.~(\ref{eq:Kt}) gives the answer to (a):
\begin{equation}
E=\frac{\sqrt{d(d+4K)}-d-2K}{2}.
\label{eq:result}
\end{equation}

\subsection{The same energy from the response function}

For the singlet excitation $A$ and $B$ have the eigenvalues $A_s=d+2K$ and $B_s=2K$. The random-phase approximation (RPA) seeks an excitation energy $\Omega$ with
\begin{equation}
A_sX+B_sY=\Omega X,\qquad -B_sX-A_sY=\Omega Y .
\end{equation}
Adding and subtracting these equations gives $(A_s-B_s)(X-Y)=\Omega(X+Y)$ and $(A_s+B_s)(X+Y)=\Omega(X-Y)$, so
\begin{equation}
\Omega^2=(A_s-B_s)(A_s+B_s)=d(d+4K).
\end{equation}
Setting $Y=tX$ turns the first RPA equation into $\Omega=A_s+B_st$. The second then becomes $B_s+2A_st+B_st^2=0$, which is twice Eq.~(\ref{eq:quadratic}). Since $t=(\Omega-A_s)/B_s$, the positive frequency $\Omega=+\sqrt{d(d+4K)}$ gives $t_+$ and the negative one gives $t_-$. The ring amplitude is thus the ratio $Y/X$ for positive $\Omega$, and
\begin{equation}
E=Kt=\tfrac12B_st=\tfrac12(\Omega-A_s).
\end{equation}
The energy is half the difference between the RPA excitation energy and its value when $B$ is neglected.

In the language of Green's functions, a particle and a hole that propagate without interacting form a bubble. At imaginary frequency, with $\omega$ measured as an energy, its value is
\begin{equation}
\chi_0(i\omega)=-\frac1{d-i\omega}-\frac1{d+i\omega}=-\frac{2d}{d^2+\omega^2}.
\end{equation}
With the singlet interaction $v=2K$, one finds $1-v\chi_0=(\omega^2+\Omega^2)/(\omega^2+d^2)$. Consider
\begin{equation}
I=\int_0^\infty\frac{d\omega}{2\pi}\left[\ln(1-v\chi_0)+v\chi_0\right].
\end{equation}
The derivative of the logarithmic integral with respect to $\Omega$ is $\int_0^\infty 2\Omega\,d\omega/(\omega^2+\Omega^2)=\pi$, and the integral vanishes at $\Omega=d$. It therefore equals $\pi(\Omega-d)$. The other term gives $-4dK\cdot\pi/(2d)=-2\pi K$. Hence $I=\tfrac12(\Omega-d)-K=E$. Since $\ln(1-z)+z=-\sum_{n\ge2}z^n/n$ for small $z$, this integral sums closed rings of two or more bubbles.

\subsection{Expansion and comparison with MP2}

With $x=K/d$, Eq.~(\ref{eq:quadratic}) can be written as
\begin{equation}
t=-x(1+t)^2 .
\label{eq:iter}
\end{equation}
Repeated insertion gives first $t=-x$, then $t=-x+2x^2$. At the next step $(1+t)^2=1-2x+5x^2+\dots$, where $5=4+1$ collects twice the quadratic term of $t$ and the square of its linear term. Therefore
\begin{equation}
E=Kt=-\frac{K^2}{d}+\frac{2K^3}{d^2}-\frac{5K^4}{d^3}+\dots
\label{eq:series}
\end{equation}
The leading term is twice the MP2 energy of Eq.~(\ref{eq:mp2}). This answers (b).

The series has a limited range. The function $\sqrt{1+4x}$ has a branch point at $x=-\tfrac14$, so the expansion converges for $4K<d$ and diverges for $4K>d$. The closed form (\ref{eq:result}) remains valid as the solution of the ring equation on both sides.

\subsection{Where the factor of two comes from}

In spin orbitals the MP2 energy is
\begin{equation}
E_{\rm MP2}=\frac14\sum_{ijab}\frac{(\langle ij|ab\rangle-\langle ij|ba\rangle)^2}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b}.
\end{equation}
When the square is expanded, the two squared terms give equal sums, because they differ by the exchange of the labels $a$ and $b$. Every denominator here is $-2d$, so
\begin{equation}
E_{\rm MP2}=-\frac1{4d}\sum_{ijab}\langle ij|ab\rangle^2
+\frac1{4d}\sum_{ijab}\langle ij|ab\rangle\langle ij|ba\rangle .
\end{equation}
In the first, direct sum, $a$ must have the spin of $i$ and $b$ that of $j$. The spins of $i$ and $j$ are free, which leaves four terms $K^2$ and the value $-K^2/d$. In the second, exchange sum, $b$ must also have the spin of $i$. All four spins are then equal, which leaves two terms and the value $+K^2/(2d)$.

The direct sum is the leading term of Eq.~(\ref{eq:series}). Two of its four terms have $i=j$ and $a=b$. They are the forbidden double excitations of one electron, they contribute $-K^2/(2d)$, and exchange cancels them. Direct ring CCD has no exchange and keeps them. This answers (c).

Beyond second order the forbidden amplitudes, those with $i=j$ and $a=b$, still supply half of the trace in Eq.~(\ref{eq:energy}). Keep the ring amplitudes, but contract them with antisymmetrized integrals, a method known as second-order screened exchange (SOSEX):
\begin{equation}
E_{\rm SOSEX}=\frac12\sum_{ijab}\left(\langle ij|ab\rangle-\langle ij|ba\rangle\right)T_{ia,jb}.
\end{equation}
For equal spins the bracket is $K-K=0$. The two opposite-spin terms remain, each equal to $K\cdot t/2$, so $E_{\rm SOSEX}=\tfrac12Kt=\tfrac12E$. Its leading term is the full MP2 energy. The remaining half is not free of forbidden terms, because the opposite-spin amplitudes depend on the same-spin ones through $BT$, $TB$ and $TBT$.

At finite $K$ the ratio to MP2 is no longer 2. From $E=Kt$ and Eq.~(\ref{eq:iter}),
\begin{equation}
\frac{E}{E_{\rm MP2}}=\frac{-(K^2/d)(1+t)^2}{-K^2/(2d)}=2(1+t)^2 .
\end{equation}
As $K/d=|t|/(1-|t|)^2$ grows from zero, $|t|$ grows from 0 towards 1 and the ratio falls from 2 towards 0. It passes 1 at $1+t=1/\sqrt2$, where
\begin{equation}
\frac Kd=\frac{1-1/\sqrt2}{1/2}=2-\sqrt2\approx0.586 .
\end{equation}
Below this value the ring energy is lower than MP2, and above it MP2 is lower.

\section{Numbers for H$_2$}

In the STO-3G basis at $R=1.4$ bohr, $d=1.248471$ and $K=0.181258$ hartree. Then
\begin{align}
\sqrt{d(d+4K)}&=\sqrt{1.248471\times1.973503}=1.569669,\\
E&=\tfrac12(1.569669-1.610987)=-0.02066\ \text{hartree},
\end{align}
or $-0.562$ eV. The amplitude is $t=-0.114$; the rejected root, $-8.77$, would give $-1.59$ hartree. MP2 gives $-0.01316$ hartree ($-0.358$ eV), composed of $-0.02632$ direct and $+0.01316$ exchange. The ratio is $2(1-0.114)^2=1.57$. Here $4K/d=0.58$, so the series converges: its partial sums from second to seventh order are $-0.0263$, $-0.0187$, $-0.0214$, $-0.0203$, $-0.0208$ and $-0.0206$ hartree.

Full configuration interaction (CI), which is exact in this basis, gives $-0.02056$ hartree. The ring energy differs from it by about 0.5\% of the CI value, although the forbidden amplitudes supply half of the ring energy. The exact expansion shows how this happens. Let $2\Delta$ be the energy difference between the determinants $u^2$ and $g^2$, and $J_{pq}=(pp|qq)$. With one-electron energies $h_p$,
\begin{align}
2\Delta&=2h_u+J_{uu}-2h_g-J_{gg},\\
\varepsilon_g&=h_g+J_{gg},\qquad \varepsilon_u=h_u+2J_{gu}-K .
\end{align}
Eliminating $h_u-h_g$ gives
\begin{equation}
\Delta=d+\gamma,\qquad \gamma=\tfrac12(J_{gg}+J_{uu})-2J_{gu}+K .
\end{equation}
The two-state eigenvalue equation is $E_{\rm CI}(E_{\rm CI}-2\Delta)=K^2$, or $E_{\rm CI}=-K^2/(2d+2\gamma-E_{\rm CI})$. Both $K$ and $\gamma$ are of first order in the interaction, and $E_{\rm CI}$ in the denominator is of second order. Hence
\begin{equation}
E_{\rm CI}=-\frac{K^2}{2d}+\frac{K^2\gamma}{2d^2}+\dots
\end{equation}
Here $\gamma=-0.460$ hartree, so the exact third-order term is $-0.00485$ hartree, while the ring term $2K^3/d^2$ is $+0.00764$. The ring energy is too low by 0.0132 hartree at second order and too high by 0.0125 at third. The close agreement is a cancellation of errors. The ring term can be written $K^2\cdot4K/(2d^2)$, so the ring equation has $4K=+0.725$ hartree where the exact expansion has $\gamma$. The Coulomb integrals $J_{pq}$ enter the ring equation only through the gap $d$; its interaction terms contain $K$ alone. The integrals $J_{uu}$ and $J_{gg}$, the repulsion within the pair of particles and within the pair of holes, belong to ladder terms and add $+0.686$ hartree to $\gamma$. The term $-2J_{gu}=-1.327$ hartree is the particle--hole attraction, which comes from the exchange partner $-\langle ib|ja\rangle$ of the ring integral $\langle ib|aj\rangle$, and it is this term that makes $\gamma$ negative. The remaining $+K$ in $\gamma$ is what is left of $4K$ when the two outer integrals of the third-order ring term are antisymmetrized, a change of $-3K=-0.544$ hartree. The pieces add up as $0.725-0.544+0.686-1.327=-0.460$.

These numbers belong to the minimal basis and are far from converged. At the same bond length the cc-pVQZ basis gives $-0.0572$ hartree for ring CCD, $-0.0331$ for MP2 and $-0.0403$ for full CI. The ring energy then overshoots full CI by 42\% (29\% in cc-pVDZ, 38\% in cc-pVTZ), so the 0.5\% agreement is a property of STO-3G and not of the molecule.

In STO-3G the cancellation does not survive stretching of the bond (energies in hartree, measured from the spin-restricted determinant $g^2$):

\begin{center}
\begin{tabular}{rcccc}
$R$ (bohr) & $K/d$ & ring CCD & MP2 & full CI\\
1.4 & 0.145 & $-0.021$ & $-0.013$ & $-0.021$\\
2.5 & 0.318 & $-0.044$ & $-0.035$ & $-0.065$\\
4.0 & 0.767 & $-0.089$ & $-0.102$ & $-0.183$\\
10.0 & 3.369 & $-0.197$ & $-0.568$ & $-0.337$
\end{tabular}
\end{center}

The condition $4K=d$, beyond which the series diverges, is reached at 2.14 bohr. Ring CCD and MP2 cross at 3.49 bohr. These values also depend on the basis: in cc-pVTZ the crossing lies near 5.4 bohr, and at 2.5 bohr ring CCD and full CI give $-0.057$ and $-0.054$ hartree. Beyond 2.18 bohr in STO-3G the determinant $g^2$ is no longer the lowest Hartree--Fock solution; a spin-unrestricted determinant lies lower by 0.014, 0.175 and 0.337 hartree at 2.5, 4 and 10 bohr. All energies here and below keep $g^2$ as the reference.

\section{The dissociation limit}

At large $R$ the orbitals are $(a\pm b)/\sqrt2$, with atomic orbitals $a$ and $b$ that no longer overlap. Let $U=(aa|aa)$ and $V=(aa|bb)=e^2/R$. Since $gu=(a^2-b^2)/2$ and $g^2=u^2=(a^2+b^2)/2$,
\begin{equation}
K=\tfrac12(U-V),\qquad J_{gg}=J_{uu}=J_{gu}=\tfrac12(U+V).
\end{equation}
With $h_g=h_u$ the gap is $d=2J_{gu}-K-J_{gg}=V$. It closes as $1/R$, and the MP2 energy $-K^2/(2d)$ diverges in proportion to $R$. Furthermore $\gamma=K-J_{gu}=-V$, so $\Delta=0$ and the exact correlation energy is $-K$.

For $d\ll K$, Eq.~(\ref{eq:result}) becomes
\begin{equation}
E\approx-K+\sqrt{dK}-\frac d2 .
\end{equation}
The ring energy thus reaches the exact limit of this model, but with an error that falls only as $R^{-1/2}$. At $R=1000$ bohr it is $-0.3676$ hartree against $-0.3868$ for full CI, while MP2 gives about $-75$ hartree.

The numerical check checks Eq.~(\ref{eq:result}) by iterating the ring equation in the full space of four excitations, from the RPA frequencies and by frequency integration.

\section*{Calculated quantities}
\begin{verbatim}
H2, STO-3G, R = 1.4 bohr; energies in hartree
orbital energies g, u: -0.578203, 0.670268
gap d = 1.248471
exchange integral K = 0.181258
K/d = 0.145184, 4K/d = 0.580736 (no unit)
Coulomb Jgg, Juu, Jgu: 0.674594, 0.697495, 0.663564
singlet amplitude t = -0.113975, other root = -8.773838 (no unit)
RPA singlet frequency (energy) = 1.569669
ring CCD, iterated = -0.02065891
ring CCD, closed form = -0.02065891
ring energy, RPA frequencies = -0.02065891
ring energy, response integral = -0.02065891
energy of the other root = -1.590328
order, series coefficient, ring term, partial sum
2    -1 -0.02631574 -0.02631574
3     2 0.00764125 -0.01867449
4    -5 -0.00277347 -0.02144796
5    14 0.00112746 -0.02032050
6   -42 -0.00049107 -0.02081157
7   132 0.00022407 -0.02058750
MP2 direct part = -0.02631574
same-spin part of direct MP2 = -0.01315787
MP2 exchange part = 0.01315787
full MP2 = -0.01315787
ring CCD / MP2 = 1.570080 (no unit)
SOSEX = -0.01032945
full CI correlation = -0.02056162
g in exact third order = -0.459825
third order: exact -0.00484619, ring 0.00764125
in eV: ring -0.56216, MP2 -0.35804, full CI -0.55951
R (bohr), d, K, K/d (no unit), ring CCD, MP2, full CI
1.4 1.248471 0.181258 0.1452 -0.020659 -0.013158 -0.020562
2.5 0.684288 0.217937 0.3185 -0.044141 -0.034705 -0.064680
4.0 0.345837 0.265128 0.7666 -0.089346 -0.101627 -0.182696
10.0 0.100110 0.337303 3.3693 -0.196904 -0.568242 -0.337193
series limit 4K = d at R = 2.1442 bohr
ring = MP2 at K/d = 0.585786 (no unit), R = 3.4917 bohr
R = 1000 bohr: d = 0.001000, K = 0.386803
  ring = -0.367629, full CI = -0.386803, MP2 = -74.808
\end{verbatim}
